# The Förster Cycle: Excited-State Acidity of a Photoacid from 0-0 Energies, part 2

A photoacid HA gives up a proton more readily after absorbing light. The task is to find its excited-state acidity from spectra. A\(^-\) is its anion, S\(_0\) the ground state and S\(_1\) the first excited singlet state; a star marks S\(_1\). \(K_a^*\) describes equilibrium within S\(_1\), as if that state did not decay. The standard concentration is 1 mol/L, and energies are per molecule.

\(\Delta G\) is the standard free energy of deprotonation, with \(pK_a=\Delta G/(\ln 10\;kT)\) and \(pK_a^*=\Delta G^*/(\ln 10\;kT)\) (Lemma 1). \(E_{HA}\) and \(E_A\) are the 0-0 excitation energies, \(G_{HA}^{exc}\) and \(G_A^{exc}\) the free energies of excitation. The Förster cycle gives the drop in pKa:
\[
pK_a-pK_a^*=\frac{G_{HA}^{exc}-G_A^{exc}}{\ln 10\;kT}
=\frac{E_{HA}-E_A}{\ln 10\;kT}+\log_{10}R,
\qquad
R=\frac{q_A^*/q_A}{q_{HA}^*/q_{HA}} ,
\]
where each \(q\) is a partition function counted from that state's own lowest level. The short formula has \(R=1\).

For the solvent around one solute, a single classical coordinate \(x\) has the free-energy curves
\[
G_0(x)=\tfrac12k_0x^2,\qquad G_1(x)=\epsilon+\tfrac12k_1(x-d)^2
\]
for S\(_0\) and S\(_1\); \(\epsilon\) is the difference between the minima and \(d\) the solvent displacement. A transition occurs at fixed \(x\), with energy \(G_1(x)-G_0(x)\), from an equilibrated solvent. Band positions are mean transition energies, with the frequency factors of the intensities removed.

The computed results at the end also list earlier tests at 298.15 K. Counting dissociated molecules among 20 000 tested the formula, with S\(_1\) potential minima at 3.65 eV (acid) and 3.28 eV (anion) and an acid stretch falling from 450 to 400 meV. In the "soft" case the quadratic part of the excited anion's low mode, near 25 meV, was reduced to 0.6 of its strength. In the separate equal-entropy case, two anion modes changed from 25 to 20 and from 50 to 68.78 meV, with the acid's modes fixed.

**Lemma 5.** If \(k_0=k_1\), the midpoint of the absorption and emission energies equals the free energy of excitation. If the curvatures differ moderately, the midpoint exceeds it by nearly \((\lambda_1-\lambda_0)/2\), where \(\lambda_i=\tfrac12k_id^2\).

*Proof.* Before absorption \(x\) has a Gaussian distribution with mean 0 and variance \(kT/k_0\). Thus \(\langle x^2\rangle=kT/k_0\) and \(\langle(x-d)^2\rangle=kT/k_0+d^2\), and the mean absorption energy is
\[
E_{abs}=\epsilon+\lambda_1+\frac{kT}{2}\left(\frac{k_1}{k_0}-1\right).
\]
Before emission the mean is \(d\) and the variance \(kT/k_1\), so \(\langle(x-d)^2\rangle=kT/k_1\) and \(\langle x^2\rangle=d^2+kT/k_1\). Therefore
\[
E_{em}=\epsilon-\lambda_0+\frac{kT}{2}\left(1-\frac{k_0}{k_1}\right).
\]
Half the sum, with \(r=k_1/k_0\), is
\[
\frac{E_{abs}+E_{em}}2=\epsilon+\frac{\lambda_1-\lambda_0}{2}
+\frac{kT}{4}\left(r-\frac1r\right).
\]
The free energy of excitation compares the two Gaussian integrals \(\int e^{-G_i/kT}dx\), which are \(\sqrt{2\pi kT/k_0}\) and \(e^{-\epsilon/kT}\sqrt{2\pi kT/k_1}\). Minus \(kT\) times the logarithm of their ratio is
\[
G^{exc}=\epsilon+\frac{kT}{2}\ln r .
\]
Subtracting gives
\[
\frac{E_{abs}+E_{em}}2-G^{exc}
=\frac{\lambda_1-\lambda_0}{2}
+kT\left[\frac14\left(r-\frac1r\right)-\frac12\ln r\right].
\]
For \(r=1\) every term on the right vanishes. For \(r=e^u\) the bracket is \(\tfrac12(\sinh u-u)=u^3/12+\dots\), which is very small for moderate \(u\). \(\square\)

With equal curvatures, \(\lambda_0=\lambda_1=\lambda\), absorption lies at \(G^{exc}+\lambda\) and emission at \(G^{exc}-\lambda\). The free energy \(\lambda\) is released as the solvent rearranges after each transition. It appears with opposite signs in the two spectra, and the midpoint removes it.

The lemma needs both bands to connect the same two electronic states. If the molecule absorbs into one state and emits from another, the midpoint has no such meaning.

### Worked example

The inputs are rough, typical values for a photoacid like 2-naphthol in water at 298.15 K. They are treated as mean transition energies that meet the conditions of Lemma 5; maxima read directly from measured spectra would first need the frequency factors removed. For Gaussian bands of the widths implied by Lemma 5, that step would raise the drop found below by about 0.1 to 0.15. The ground-state pKa is taken as 9.5.

| Band | Wavelength (nm) | Energy (eV) |
|---|---|---|
| Acid absorption | 330 | 3.7571 |
| Acid emission | 355 | 3.4925 |
| Anion absorption | 350 | 3.5424 |
| Anion emission | 415 | 2.9876 |

By Lemma 5 the midpoints estimate the free energies of excitation. They are written \(E_{HA}\) and \(E_A\) here in the sense of relaxed 0-0 energies:
\[
E_{HA}=\frac{3.7571+3.4925}{2}=3.6248\ \text{eV},\qquad
E_A=\frac{3.5424+2.9876}{2}=3.2650\ \text{eV}.
\]
Their difference is 0.3598 eV, or 34.7 kJ/mol. With \(\ln 10\;kT=0.05916\) eV,
\[
pK_a-pK_a^*=\frac{0.3598}{0.05916}=6.08,\qquad
pK_a^*=9.5-6.08=3.42 .
\]
Excitation multiplies the acid constant by about \(1.2\times10^6\). A tenth of the photon energy is enough for this, because the acid constant depends exponentially on the free energy.

**Why one spectrum is not enough.** Absorption maxima alone would give a drop of 3.63, and emission maxima alone 8.54. Lemma 5 with equal curvatures explains the spread. The absorption difference is \(E_{HA}-E_A+(\lambda_{HA}-\lambda_A)\), and the emission difference is \(E_{HA}-E_A-(\lambda_{HA}-\lambda_A)\). Half the gap between absorption and emission is 0.132 eV for the acid and 0.277 eV for the anion. Their difference of \(-0.145\) eV corresponds to about 2.5 pKa units, subtracted in one case and added in the other.

### How far the answer can be trusted

Each estimate below changes one thing and holds the other inputs of the example fixed.

*Reading error.* If the anion's emission is read 2 nm too long, \(E_A\) comes out too low and the drop too high by 0.12.

*Solvent curvature.* Suppose the solvent around the excited anion is 10 per cent stiffer than around the anion in S\(_0\), so that \(k_1/k_0=1.1\). The gap between the anion's bands, 0.5548 eV, is nearly \(\lambda_0+\lambda_1\). Hence
\[
\frac{\lambda_1-\lambda_0}{2}\approx\frac{0.5548}{2}\times\frac{0.1}{2.1}=0.0132\ \text{eV}.
\]
The midpoint overestimates the anion's excitation free energy by this amount, so the true drop would be larger by 0.22. A softer excited-state solvent would shift it the other way. The figure holds for mean transition energies. Unequal curvatures also skew the bands, and the midpoint of the band maxima would be off by 0.16 instead.

*Vibrations.* A harmonic mode with quantum \(\hbar\omega\) has levels \(n\hbar\omega\) above its lowest one, and the geometric series gives \(q=1/(1-e^{-\hbar\omega/kT})\). Let three anion modes of 15, 25 and 50 meV soften by 10 per cent on excitation, with the acid's modes unchanged. Then \(\log_{10}R=+0.08\). This is the correction to the short formula when the 0-0 energies are read from resolved 0-0 lines. It must not be added to a drop found from midpoints, which already contain nearly all of it. To see this, let \(H_0\) and \(H_1\) be the vibrational Hamiltonians of the two states, and let \(F(s)\) be the free energy for \(H_0+s(H_1-H_0)\). Its slope is the thermal mean \(\langle H_1-H_0\rangle_s\), so the free energy of excitation is the average of this slope over \(s\) from 0 to 1. The mean absorption and emission energies are the slopes at the two ends, and for a softening of 10 per cent without displacement their midpoint is very close to that average. If a softened mode is also displaced, the midpoint acquires a further error of about \((\lambda_1-\lambda_0)/2\), as for the solvent in Lemma 5, with \(\lambda_i\) now the mode's own rearrangement energies. For a strongly displaced mode this error can be as large as the correction itself, or larger.

These contributions are a few tenths of a unit or less. Within this model, and for errors of the assumed size, a pKa* of about 3.4 deserves one decimal at most.

*Temperature.* With fixed 0-0 energies and \(R=1\), the drop varies as \(1/T\). At 383.15 K it would be \(6.08\times298.15/383.15=4.73\). The energy difference is assumed unchanged, and it counts for less against a larger \(kT\). This shows only the scaling: 383.15 K lies above the normal boiling point of water, and the midpoints are free energies that change with temperature. An entropy difference of 20 J/(mol K) between the two excitations would move the result by 0.23.

### Proposition: does the proton leave in time?

A low pKa* says where equilibrium lies. It does not say that equilibrium is reached before the excited state decays.

Let HA* dissociate at rate \(k_d\), and let the excited anion recombine with protons from the solution at rate \(k_b=k_r[H^+]\). Both excited species decay to S\(_0\) with the same lifetime \(\tau\). At equilibrium within S\(_1\) the two directions balance, \(k_d[HA^*]=k_r[A^{-*}][H^+]\), so
\[
k_d=k_rK_a^*\times 1\ \text{mol/L}.
\]

**Proposition.** If all excited molecules start as HA*, the fraction that decays as the anion is
\[
Y=\frac{k_d\tau}{1+k_d\tau+k_b\tau}.
\]

*Proof.* Let \(h(t)\) and \(a(t)\) be the fractions present as HA* and A\(^{-*}\), with \(h(0)=1\) and \(a(0)=0\). They obey
\[
\dot h=-\left(k_d+\frac1\tau\right)h+k_ba,\qquad
\dot a=k_dh-\left(k_b+\frac1\tau\right)a .
\]
Let \(H\) and \(A\) be the integrals of \(h\) and \(a\) over all times. Both fractions end at zero. Integrating the second equation gives \(0=k_dH-(k_b+1/\tau)A\), so
\[
H=\frac{1+k_b\tau}{k_d\tau}\,A .
\]
Adding the two equations removes the exchange terms, and integration gives \(-1=-(H+A)/\tau\), or \(H+A=\tau\). Therefore
\[
A\,\frac{1+k_b\tau+k_d\tau}{k_d\tau}=\tau .
\]
The fraction decaying as the anion is \(Y=A/\tau\), which is the claim. \(\square\)

For an infinitely long lifetime the 1 in the denominator can be dropped, and \(Y\) tends to \(k_d/(k_d+k_b)=K_a^*/(K_a^*+[H^+])\), with \([H^+]\) in mol/L. This is the equilibrium fraction. For a short lifetime \(Y\approx k_d\tau\), and the rate decides.

Take the rough values \(k_r=5\times10^{10}\) L/(mol s) and \(\tau=8\) ns, at pH 6. Then
\[
k_d=5\times10^{10}\times10^{-3.42}\approx1.9\times10^7\ \text{s}^{-1},
\qquad k_d\tau\approx0.153 .
\]
Recombination is negligible, because \(k_b\tau=5\times10^4\times8\times10^{-9}=4\times10^{-4}\). The fraction decaying as the anion is \(0.153/1.153\approx0.13\). Numerical integration of the rate equations agrees. Equilibrium within S\(_1\) would give 0.997, and equilibrium in S\(_0\) gives only \(3\times10^{-4}\). The excited molecule is thus a much stronger acid, yet in this model most excited molecules decay before losing their proton.

The yield is sensitive to the spectra. An error of 0.3 in pKa* changes \(k_d\) by a factor \(10^{0.3}\approx2\). The model also leaves out a proton that separates briefly and returns to its own anion; \(k_d\) stands for completed separation into the solution.

### The same acid in a resist film

Free ions are stabilized by the polarization of their surroundings. For a sphere of radius \(a\) and charge \(e\) in a continuum of relative permittivity \(\varepsilon\), the field outside is \(e/(4\pi\varepsilon_0\varepsilon r^2)\). Integrating its energy density over all shells gives the Born energy:
\[
U=\int_a^\infty\frac{\varepsilon_0\varepsilon}{2}
\left(\frac{e}{4\pi\varepsilon_0\varepsilon r^2}\right)^2 4\pi r^2dr
=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\int_a^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.
\]
Take \(a=0.3\) nm for both ions, \(\varepsilon=78\) for water and \(\varepsilon=4\) for a polymer film, all rough. Moving the separated pair from water to the film costs 1.14 eV. If the change in solvation of the neutral acid is neglected, this raises pKa by \(1.138/0.05916\approx19\) units.

If the anion has the same radius in both states, this cost enters \(\Delta G\) and \(\Delta G^*\) equally and cancels from the drop. The drop still has to be found from spectra taken in the film, since the surroundings also shift the 0-0 energies. What does not cancel is the acidity itself: with the drop held at 6.08, pKa* in the film would be near 23. The continuum picture is crude at this ion size: radii of 0.2 and 0.4 nm give shifts of 29 and 14 units. It omits hydrogen bonding to the ions; for dimethyl sulfoxide (\(\varepsilon\approx47\)) it gives 0.7 units, whereas the measured pKa of 2-naphthol rises by roughly 7 to 8. It also refers to fully separated ions. At \(\varepsilon=4\) the Coulomb attraction exceeds \(kT\) out to 14 nm, and a contact pair at 0.6 nm recovers about 0.6 eV, or 10 units, so proton transfer in a film would mostly end in an ion pair. A basic group in the film could accept the proton at a lower cost. The estimate nevertheless shows that a pKa* found in water must not be carried over to a film.

### Comparison with real photoacids and resists

For 2-naphthol in water, pKa* is usually quoted near 2.8 to 3, so the example's 3.4 lies in the right region but is somewhat high; the rounded band positions do not support a closer comparison. With the same \(k_r\) and \(\tau\), pKa* values of 3.0 and 2.8 give anion fractions of 0.29 and 0.39, so the fraction 0.13 belongs to the example and not to 2-naphthol. A chemically amplified resist works differently. Its photoacid generator undergoes a chemical reaction that breaks bonds and leaves a strong acid, which lasts through the later bake and catalyses the change in solubility. The photoacid treated here is reversible: once it returns to S\(_0\), its pKa is again 9.5 in water, and at pH 6 equilibrium favours recapture of the proton. The Förster cycle therefore gives the equilibrium acidity of the excited state, whether or not that equilibrium is reached within the lifetime, and it does not predict the acid strength or the yield of a photoacid generator. For a film, the largest of the effects estimated here is the loss of the aqueous surroundings, which the Born model for free ions of radius 0.3 nm puts at about 19 units in both pKa values; this figure gives the order of the effect only. The computed values are collected in the numerical output below.

## Computed results

```
TESTS OF THE CYCLE
pKa drop by counting, R = 1: 5.8317
pKa drop from 0-0 energies: 5.8317
pKa drop from potential minima: 6.2543
Soft excited anion, drop by counting: 5.9327
Soft excited anion, 0-0 formula: 5.8775
Soft excited anion, log10 R: 0.0552
Equal-entropy case, stiffened mode: 68.78 meV
Equal-entropy case, log10 R: 0.0247
WORKED EXAMPLE
Temperature: 298.15 K
kT: 0.025693 eV
ln10 kT: 0.059159 eV
Ground-state pKa (rough input): 9.5
acid absorption: 330 nm = 3.7571 eV
acid emission: 355 nm = 3.4925 eV
anion absorption: 350 nm = 3.5424 eV
anion emission: 415 nm = 2.9876 eV
Acid 0-0 energy: 3.6248 eV
Anion 0-0 energy: 3.2650 eV
0-0 difference: 0.3598 eV
0-0 difference: 34.72 kJ/mol
pKa drop: 6.08
Excited-state pKa: 3.42
Ratio Ka*/Ka: 1.21e+06
Drop from absorption alone: 3.63
Drop from emission alone: 8.54
NEGLECTED EFFECTS
Three anion modes: [15, 25, 50] meV
Softened by 10 %, change of drop: +0.078
Anion absorption-emission gap: 0.5548 eV
Excited/ground solvent curvature: 1.10
Midpoint minus free energy: 0.0132 eV
Size of that error in pKa: 0.22
Anion emission read 2 nm too long: +0.121 pKa
Drop at 383.15 K, same energies: 4.73
Recombination constant (rough): 5.0e+10 L/(mol s)
Excited-state lifetime (rough): 8.0 ns
Dissociation rate: 1.91e+07 1/s
Fraction decaying as anion, formula: 0.1326
Fraction decaying as anion, integrated: 0.1325
pH of the solution: 6.0
Equilibrium anion fraction, ground: 3.16e-04
Equilibrium anion fraction, excited: 0.9974
Ion radius (rough): 0.3 nm
Permittivity, water and film: 78, 4
Born cost of ion pair, water to film: 1.138 eV
Rise of both pKa values in film: 19.2
```
